# The effective-mass envelope equation for a screened Coulomb impurity

Among the ways to calculate a shallow impurity level, two lie at opposite ends in cost: enlarge the supercell until the bound state fits inside it, or compute only the band mass and dielectric constant of the host and obtain the level from a hydrogen-like equation. The second route costs little, but it replaces the crystal by two numbers. Whether it is acceptable depends on the size of each term dropped on the way.

## Setting and assumptions

Atomic units are used: \(\hbar=m_0=e=1\), energies in hartree, lengths in bohr. One spinless electron moves in

\[
H=\tfrac12 p^2+V(\mathbf r)+U(\mathbf r), \tag{1}
\]

where \(V\) is periodic and inversion-symmetric and \(U\) is the impurity potential, centred at the origin. The band of interest has a single, nondegenerate, quadratic minimum \(E_0\) at \(\mathbf k=0\). With \(\tilde U(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}U\,d^3r\), a singly charged donor has

\[
\tilde U(\mathbf q)=-\frac{4\pi f(q)}{\varepsilon q^2},\qquad f(0)=1. \tag{2}
\]

The function \(f\) describes the spread of the charge and the wavevector dependence of the screening.

Equation (2) assumes linear, isotropic, static screening without local-field terms. Static screening requires a binding energy small against the excitations that screen. If \(\varepsilon\) includes the lattice response, the binding energy must lie well below the optical phonon energy.

## Bloch expansion

Write \(\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}\) and normalize by \(\langle u_{n\mathbf k}|u_{n'\mathbf k}\rangle=\delta_{nn'}\), where the bracket is an average over one cell. Then \(\int\psi^*_{n\mathbf k}\psi_{n'\mathbf k'}d^3r=(2\pi)^3\delta_{nn'}\delta(\mathbf k-\mathbf k')\). Bloch states are complete, so

\[
\Psi=\sum_n\int_{\rm BZ}\frac{d^3k}{(2\pi)^3}F_n(\mathbf k)\psi_{n\mathbf k}. \tag{3}
\]

Projecting \(H\Psi=E\Psi\) on \(\psi_{n\mathbf k}\) gives, without approximation,

\[
[E_n(\mathbf k)-E]F_n(\mathbf k)+\sum_{n'}\int_{\rm BZ}\frac{d^3k'}{(2\pi)^3}U_{nn'}(\mathbf k,\mathbf k')F_{n'}(\mathbf k')=0. \tag{4}
\]

The product \(u^*_{n\mathbf k}u_{n'\mathbf k'}\) is periodic and equals \(\sum_{\mathbf G}B^{nn'}_{\mathbf G}(\mathbf k,\mathbf k')e^{i\mathbf G\cdot\mathbf r}\). Inserting this series in the matrix element of \(U\) gives

\[
U_{nn'}(\mathbf k,\mathbf k')=\sum_{\mathbf G}B^{nn'}_{\mathbf G}(\mathbf k,\mathbf k')\,\tilde U(\mathbf k-\mathbf k'-\mathbf G). \tag{5}
\]

## The envelope equation

Suppose that \(F_n(\mathbf k)\) is concentrated in one band at \(k\lesssim1/a\), where \(a\) is much larger than the lattice constant \(d\). Five replacements are then made in (4) and (5):

- **A.** Terms with \(\mathbf G\ne0\) are dropped.
- **B.** The remaining intraband factor \(B_0=\langle u_{0\mathbf k}|u_{0\mathbf k'}\rangle\) is set to one.
- **C.** Coupling to other bands is dropped.
- **D.** The band is replaced by its quadratic form, and the \(\mathbf k\) integral is extended from the zone to all space.
- **E.** \(f(q)\) is replaced by one.

For D, the Hamiltonian acting on \(u_{\mathbf k}\) is \(\frac12(\mathbf p+\mathbf k)^2+V\), which adds \(\mathbf k\cdot\mathbf p+k^2/2\) to its value at \(\mathbf k=0\). Let \(\mathbf p_{n0}=\langle u_{n0}|\mathbf p|u_{00}\rangle\). At an extremum \(\mathbf p_{00}=0\), and perturbation theory gives

\[
u_{0\mathbf k}=u_0-\sum_{n\ne0}\frac{\mathbf k\cdot\mathbf p_{n0}}{E_n-E_0}u_n+O(k^2), \tag{6}
\]

\[
E_0(\mathbf k)=E_0+\frac{k^2}{2}-\sum_{n\ne0}\frac{|\mathbf k\cdot\mathbf p_{n0}|^2}{E_n-E_0}+O(k^4), \tag{7}
\]

where \(u_n\) and \(E_n\) belong to \(\mathbf k=0\). Setting the quadratic part equal to \(\frac12\sum_{ij}k_i(1/m^*)_{ij}k_j\) yields

\[
\left(\frac1{m^*}\right)_{ij}=\delta_{ij}-2\,{\rm Re}\sum_{n\ne0}\frac{p^{i\,*}_{n0}\,p^j_{n0}}{E_n-E_0}. \tag{8}
\]

Other bands thus remain present through the mass. Replacement C removes only the transitions that \(U\) itself causes. Equation (4) becomes

\[
\tfrac12\sum_{ij}k_i\left(\frac1{m^*}\right)_{ij}k_jF(\mathbf k)-\int\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{\varepsilon|\mathbf k-\mathbf k'|^2}F(\mathbf k')=(E-E_0)F(\mathbf k). \tag{9}
\]

Define \(F(\mathbf r)=\int d^3k\,e^{i\mathbf k\cdot\mathbf r}F(\mathbf k)/(2\pi)^3\). Multiplying (9) by \(e^{i\mathbf k\cdot\mathbf r}/(2\pi)^3\) and integrating turns \(k_i\) into \(-i\partial_i\) and the convolution into a product:

\[
\left[-\tfrac12\sum_{ij}\left(\frac1{m^*}\right)_{ij}\partial_i\partial_j-\frac1{\varepsilon r}\right]F(\mathbf r)=(E-E_0)F(\mathbf r). \tag{10}
\]

This is the envelope equation. Putting the first term of (6) into (3) gives \(\Psi\approx u_0(\mathbf r)F(\mathbf r)\).

For an isotropic mass, try \(F=(\pi a^3)^{-1/2}e^{-r/a}\). Since

\[
\nabla^2F=\left(\frac1{a^2}-\frac2{ar}\right)F, \tag{11}
\]

the \(1/r\) terms in (10) cancel if \(1/(m^*a)=1/\varepsilon\), and the constants give the energy:

\[
a=\frac{\varepsilon}{m^*},\qquad E_0-E=\frac1{2m^*a^2}=\frac{m^*}{2\varepsilon^2}. \tag{12}
\]

The solution has no node and is the ground state. For an acceptor at a band maximum, the kinetic term and the potential both change sign. Multiplying the equation by \(-1\) restores (10), with energy measured downward from the band edge.

## What each replacement costs

The errors are estimated to first order with the 1s envelope, for which \(|F(0)|^2=1/(\pi a^3)\). Two facts are used repeatedly. A contact term \(W\delta(\mathbf r)\) shifts the energy by \(W|F(0)|^2\), and \(1/\varepsilon=1/(m^*a)\). The powers of \(a\) refer to a fixed host band and a fixed function \(f\), with \(a\) increased through \(\varepsilon\).

**A. Nonzero reciprocal vectors.** For small \(\mathbf k,\mathbf k'\), these terms in (5) tend to the constant \(\sum_{\mathbf G\ne0}\rho_{\mathbf G}\tilde U(\mathbf G)\), where \(\rho_{\mathbf G}\) is the Fourier coefficient of \(|u_0|^2\). A constant in \(\mathbf k\) space is a contact term, so

\[
\Delta E_G=|F(0)|^2\sum_{\mathbf G\ne0}\rho_{\mathbf G}\tilde U(\mathbf G)=-\frac4{m^*a^4}\sum_{\mathbf G\ne0}\frac{\rho_{\mathbf G}f(G)}{G^2}. \tag{13}
\]

Relative to the binding energy, the small parameter is \(1/(Ga)^2\). The sign depends on the site and is opposite to that of \(\sum_{\mathbf G\ne0}\rho_{\mathbf G}f(G)/G^2\), which weights the shortest \(\mathbf G\) most. If these components of the Bloch density are positive at the impurity, as at a potential minimum of the cosine crystal below, the electron samples the attraction more strongly than its average density suggests, and the level deepens. A local density peak at the impurity does not by itself guarantee this, because a narrow peak can come from larger \(\mathbf G\) while the shortest ones enter with negative sign.

The replacement relies on a smooth potential and envelope, not on small coefficients \(B_{\mathbf G}\). For example, take one axis of the cosine crystal introduced below and the potential \(e^{-x^2/4}\). The matrix element between the lowest band at \(k=0.3\) and the second band at \(k'=-0.2\) bohr⁻¹ is \(-1.332\) in model units, while its \(\mathbf G=0\) part alone is \(+0.372\). The common sign depends on the phases of the Bloch states; only the relative sign is meaningful.

**B. Intraband overlap.** With inversion and time-reversal symmetry, the Fourier coefficients of \(u_{0\mathbf k}\) can be chosen real and smooth in \(\mathbf k\), up to a fixed choice of origin. The overlap is then real, and normalization gives \(\|u_{0\mathbf k}-u_{0\mathbf k'}\|^2=2-2\langle u_{0\mathbf k}|u_{0\mathbf k'}\rangle\). Evaluating the left side with (6), for \(\mathbf q=\mathbf k-\mathbf k'\),

\[
\langle u_{0\mathbf k}|u_{0\mathbf k'}\rangle\approx1-\tfrac12\sum_{ij}g_{ij}q_iq_j,\qquad
g_{ij}={\rm Re}\sum_{n\ne0}\frac{p^{i\,*}_{n0}p^j_{n0}}{(E_n-E_0)^2}. \tag{14}
\]

In a cubic crystal \(g_{ij}=g\delta_{ij}\). Because \(-q^2\) corresponds to \(\nabla^2\), the omitted potential is \(\frac12g\nabla^2U\). For a point charge \(\nabla^2U=4\pi\delta(\mathbf r)/\varepsilon\), hence

\[
\Delta E_g=\frac{2\pi g}{\varepsilon}|F(0)|^2=\frac{2g}{m^*a^4}. \tag{15}
\]

This weakens the binding by the fraction \(4g/a^2\). The small parameter is \(g/a^2\).

**C. Interband coupling.** Other bands enter the energy at second order, through squared matrix elements divided by a gap. The overlap part of the coupling is proportional to \(\nabla U\), and

\[
\int|\nabla U|^2|F|^2d^3r\sim\frac{|F(0)|^2}{\varepsilon^2}\int_{s}^{\infty}\frac{4\pi r^2dr}{r^4}=\frac{4\pi|F(0)|^2}{\varepsilon^2s}\propto a^{-5}, \tag{16}
\]

where \(s\) is a fixed short length set by the impurity charge or the lattice. The \(\mathbf G\ne0\) part also carries \(|F(0)|^2/\varepsilon^2\). The energy is therefore smaller than (13) and (15) by a further factor of order \(d/a\), provided that the gap is not small.

**D. Parabolic band and unlimited \(\mathbf k\).** Suppose that the next term of the band is \(c\sum_ik_i^4\), as in a separable cubic crystal; a general cubic band also has products such as \(k_x^2k_y^2\). For an s state \(\langle k_i^4\rangle=\langle k^4\rangle/5\), because the angular average of \(k_i^4/k^4\) is \(1/5\). With (11) and \(z=r/a\),

\[
\langle k^4\rangle=\int|\nabla^2F|^2d^3r=\frac4{a^4}\int_0^\infty(z-2)^2e^{-2z}dz=\frac4{a^4}\left(\frac14-1+2\right)=\frac5{a^4}. \tag{17}
\]

The three axes together give

\[
\Delta E_c=\frac{3c}{a^4}, \tag{18}
\]

a fraction \(6m^*|c|/a^2\) of the binding energy. A negative \(c\) makes the band flatter than its parabola and lowers the level.

To judge the extension beyond the zone, use the transform \(F(\mathbf k)=8\sqrt{\pi}\,a^{3/2}/(1+k^2a^2)^2\). Its weight outside a sphere of radius \(K\) is

\[
P(K)=\frac{32}{\pi}\int_{Ka}^{\infty}\frac{x^2dx}{(1+x^2)^4}\approx\frac{32}{5\pi(Ka)^5},\qquad Ka\gg1. \tag{19}
\]

The kinetic energy carried by this tail has an additional factor \(x^2\) in the integrand. Relative to the binding energy it is \(32/[3\pi(Ka)^3]\), which sets the scale of the energy error. With \(K\sim\pi/d\), this falls faster than the \(a^{-2}\) errors above.

**E. Constant screening.** If \(f=1-\eta q^2+\dots\), equation (2) acquires the constant \(4\pi\eta/\varepsilon\), and

\[
\Delta E_\eta=\frac{4\pi\eta}{\varepsilon}|F(0)|^2=\frac{4\eta}{m^*a^4}. \tag{20}
\]

The relative shift is \(8\eta/a^2\). A Gaussian charge with \(f=e^{-s^2q^2/4}\) has \(\eta=s^2/4>0\) and binds less strongly than a point charge. Screening acts in the opposite direction when it fails at short range. For example,

\[
\frac1{\varepsilon(q)}=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)\frac{q^2}{q^2+\kappa^2}
\quad\Rightarrow\quad \eta=-\frac{\varepsilon-1}{\kappa^2}. \tag{21}
\]

In real space this adds \(-(1-1/\varepsilon)e^{-\kappa r}/r\), a nearly unscreened attraction of range \(1/\kappa\). First-order theory also needs \(m^*/\kappa\ll1\), so that confinement in this range costs more kinetic energy than the attraction supplies.

Here \(\eta\) grows with \(\varepsilon\), so the relative shift falls only as \(1/a\) when \(a\) is increased through \(\varepsilon\). The same holds for a chemical central-cell potential \(w(\mathbf r)\) that is not reduced by \(\varepsilon\). Its first-order shift is \(|F(0)|^2\int w|u_0|^2d^3r\propto a^{-3}\), against a binding energy proportional to \(a^{-2}\). If \(w\) is strong enough to bind or nearly bind by itself, the estimate fails and the level may be deep.

Degenerate extrema require coupled envelopes. Equivalent valleys separated by \(\mathbf Q\) are coupled, according to (5), by the components of \(U\) near \(\mathbf Q-\mathbf G\) for all reciprocal vectors \(\mathbf G\), including zero. Equation (10) omits this coupling.

## A crystal solved both ways

Take \(d=5\) bohr and \(V=-0.3\sum_i\cos(2\pi x_i/d)\) hartree. Equation (8) gives \(m^*=1.300\), in agreement with the curvature of the computed band. The other parameters are \(g=0.138\) bohr² and \(c=-0.218\) hartree bohr⁴. The dielectric constant is set to \(\varepsilon=m^*a\) to obtain chosen radii.

The crystal Hamiltonian with the impurity, using three bands per axis, is compared with the envelope Hamiltonian. Both use the same Gaussian-spread charge and the same box of half-width \(4a\), so the energies are not those of an isolated point charge.

For a charge width of 1.5 bohr at a potential minimum, the envelope energy differs from the crystal result by 2.53%, 1.41% and 0.74% of the envelope energy at \(a=15\), 20 and 27.5 bohr. Multiplied by \(a^2\), these fractions give 5.7, 5.7 and 5.6 bohr², consistent with the expected \(a^{-2}\) law. The near constancy is partly a cancellation: between 15 and 27.5 bohr the first-order site splitting times \(a^4\) rises by 14%, while the ratio of the computed splitting to it falls from 1.29 to 1.15. For the smoother charge considered below, the crystal–envelope difference times \(a^4\) rises by 20% over the same range. At \(a=27.5\) bohr, the envelope energy is \(-14.02\) meV. The crystal gives \(-14.12\) meV with the impurity at a potential minimum and \(-13.98\) meV at a maximum, as the site dependence of (13) requires. The computed site splitting is 1.15 times the first-order prediction at this radius; a quadratic extrapolation in \(1/a\) brings the ratio to 1.00.

A smoother charge, of width 3 bohr, suppresses the \(\mathbf G\ne0\) terms and exposes the others. At \(a=27.5\) bohr, the band, overlap and \(\mathbf G\ne0\) corrections, evaluated with the numerical envelope rather than the point-charge 1s function, add to

\[
-20.32+6.32-3.75=-17.75\ \mu{\rm eV}. \tag{22}
\]

The computed difference is \(-20.4\ \mu\)eV. The discrepancy is 9% of the summed magnitudes of the three terms, and its extrapolation to infinite radius is 0.4%. Both extrapolations fit three coefficients to three radii and omit higher and logarithmic terms; a straight line in \(1/a\) through the two largest radii gives 0.985 for the site ratio and 1.6% for this discrepancy instead. The results are thus consistent, to within a few percent, with first-order theory becoming exact at large radius, but it is only moderately accurate at these radii.

Restricting the crystal calculation to its lowest band raises the energy by \(0.10\ \mu\)eV at the largest radius. Between 15 and 27.5 bohr this interband energy falls roughly as \(a^{-4.1}\), more slowly than the asymptotic \(a^{-5}\) of (16). Its share of the summed corrections does decrease, from 0.47% to 0.32%.

## Using the result

For \(m^*=0.1\) and \(\varepsilon=10\), equation (12) gives

\[
a=\frac{10}{0.1}=100\ {\rm bohr}=5.29\ {\rm nm},\qquad
E_0-E=\frac{0.1}{2\times10^2}=5\times10^{-4}\ {\rm hartree}=13.6\ {\rm meV}. \tag{23}
\]

A box of half-width \(4a\) would have an edge of about 42 nm, so a direct supercell calculation is unattractive. If the screening follows (21) with \(\kappa=2\) bohr⁻¹, then \(\eta=-9/4\) bohr², and (20) gives

\[
\Delta E_\eta=\frac{4(-9/4)}{0.1\times100^4}=-9\times10^{-7}\ {\rm hartree}=-0.0245\ {\rm meV}. \tag{24}
\]

Direct solution of the radial equation gives \(-0.0253\) meV. This shift is about 0.2% of the binding energy, but it counts only the \(\mathbf G=0\) part of the extra attraction. The range \(1/\kappa=0.5\) bohr is shorter than a lattice constant, so the attraction samples \(|u_0|^2\) at the impurity site. Including the \(\mathbf G\ne0\) terms multiplies the first-order shift by \(\sum_{\mathbf G}\rho_{\mathbf G}\kappa^2/(\kappa^2+G^2)\), with \(\rho_0=1\). For the Bloch density of the cosine crystal above, this factor is 3.7 at a potential minimum and 0.19 at a maximum. Constant screening is adequate for these parameters as long as this factor is not large. The other corrections need the host's \(g\), \(c\) and \(\rho_{\mathbf G}\), and a real impurity also needs an estimate of its central-cell potential. The numerical check supports the formulas for the model potentials used here; it does not supply these material quantities.

## Calculated quantities

```
lattice constant: 5.0 bohr; cosine amplitude: 0.30 hartree
band mass: 1.299946 electron masses
mass from band curvature: 1.299946 electron masses
quartic coefficient c: -0.21769 hartree bohr^4
metric g: 0.13832 bohr^2; from overlap: 0.13840
Bloch matrix element, direct: -1.33190742 (model units)
Bloch matrix element, G sum: -1.33190742 (model units)
Bloch matrix element, G=0 only: 0.37231883 (model units)
grid norm error, 5 and 6 points per cell: 5.53e-06, 5.80e-08
impurity widths: 1.5 and 3.0 bohr; box half/a: 4
a=15.0 bohr: dielectric constant 19.4992
  sharp, envelope energy: -46.66295 meV
  sharp, full at minimum: -47.84555 meV
  sharp, full at maximum: -46.22865 meV
  relative envelope error at minimum: 0.02534
  site splitting, computed/predicted: 1.2931
  smooth, full minus envelope: -192.836 microeV
  band, overlap, G terms: -166.896, 51.004, -32.471 microeV
  mismatch/sum of term sizes: -0.1776
  interband lowering: 1.1834 microeV; share 0.00473
a=20.0 bohr: dielectric constant 25.9989
  sharp, envelope energy: -26.40268 meV
  sharp, full at minimum: -26.77590 meV
  sharp, full at maximum: -26.25927 meV
  relative envelope error at minimum: 0.01414
  site splitting, computed/predicted: 1.2137
  smooth, full minus envelope: -67.306 microeV
  band, overlap, G terms: -62.891, 19.394, -11.893 microeV
  mismatch/sum of term sizes: -0.1265
  interband lowering: 0.3719 microeV; share 0.00395
a=27.5 bohr: dielectric constant 35.7485
  sharp, envelope energy: -14.01904 meV
  sharp, full at minimum: -14.12312 meV
  sharp, full at maximum: -13.97773 meV
  relative envelope error at minimum: 0.00742
  site splitting, computed/predicted: 1.1514
  smooth, full minus envelope: -20.407 microeV
  band, overlap, G terms: -20.316, 6.324, -3.754 microeV
  mismatch/sum of term sizes: -0.0876
  interband lowering: 0.0962 microeV; share 0.00316
site ratio extrapolated to infinite a: 0.9974
smooth mismatch extrapolated: 0.0038
radial 1s energy: -0.4999999 in 1/(mass a^2)
spread charge s/a=0.02: shift/formula 0.9561
1s <k^4>: 5.000000 / a^4
1s weight beyond K a=10: 1.9801e-05; formula 2.0372e-05
example mass 0.1, dielectric constant 10
example radius: 100.0 bohr = 5.2918 nm
example binding: 13.6057 meV
screening wavevector: 2.0 / bohr
screening shift, computed: -0.02517 meV
screening shift, formula: -0.02449 meV
```
